# Displacement and Ion Current in a 500 V Argon RF Sheath

## A sheath with uniform ions

Let ions of uniform density \(n\) stream towards an electrode at constant speed \(u\). The plasma electrons end at a sharp edge, which an rf current moves back and forth as

\[
s(t)=s_0(1-\cos\omega t).
\]

Beyond the edge there are bare ions; behind it the plasma is neutral. Moving the edge by \(ds\) covers or uncovers a charge \(en\,ds\) per unit area, so the rf current density has the amplitude \(J_1=en\omega s_0\). In the bare region it is carried as displacement current. The ion current density is \(J_i=enu\), and therefore

\[
\frac{J_1}{J_i}=\frac{\omega s_0}{u}=\frac{\omega\tau}{2},
\qquad \tau=\frac{2s_0}{u}.
\]

Here \(\tau\) is the time an ion needs to cross the full sheath width \(2s_0\). Displacement current dominates when the rf phase advances by many radians during one ion transit. In a real sheath the ions accelerate and thin out, but the last relation will survive.

## The question and its conventions

The sheath is in argon, at 13.56 MHz, with edge density \(n=6\times10^{15}\ \mathrm{m^{-3}}\) (\(6\times10^{9}\ \mathrm{cm^{-3}}\)). "500 V" is taken as the time-averaged voltage \(V\) across the sheath; other readings are treated below. The electron temperature is not given, and I assume 3 eV. It is written as a voltage \(T=3\) V, so that the thermal energy is \(eT\).

The mean sheath voltage is related to the self-bias. A blocking capacitor lets no mean current through, so the electrode charges until ion and electron losses balance. If the mean voltage of the sheath at the grounded wall is \(V_g\), the plasma sits at \(+V_g\) and the electrode at \(V_g-V\). The size of the self-bias is thus close to \(V\) only when \(V_g\ll V\).

The ratio compares the amplitude of the displacement current with the mean ion current. I call the sheath capacitive if the displacement current is much larger than the fundamental component of the conduction current, which includes electrons.

## Back of the envelope

**Ion current.** Just inside a static sheath, at a small potential drop \(\psi\), ions that entered at speed \(u\) have lost the density \(n\,e\psi/(Mu^2)\), and Boltzmann electrons have lost \(n\psi/T\). The space charge is not negative if \(u^2\ge eT/M\). I take the marginal value, the Bohm speed \(u_B=(eT/M)^{1/2}\), for the rf sheath as well. For argon, \(M=39.95\) u, it is 2.69 km/s, and

\[
J_i=enu_B=(1.602\times10^{-19}\,\mathrm{C})(6\times10^{9}\,\mathrm{cm^{-3}})(2.69\times10^{5}\,\mathrm{cm/s})
=0.259\ \mathrm{mA/cm^2}.
\]

**Thickness.** Replace the rf sheath by a static one with drop \(V\), free of electrons and collisions. Let \(\psi(x)\) be the drop from the edge, counted positive. If the entry speed is neglected, \(Mu^2/2=e\psi\). The ion density is \(J_i/(eu)\), so Poisson's equation reads

\[
\psi''=\frac{J_i}{\varepsilon_0u}
=\frac{J_i}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}\psi^{-1/2}.
\]

Multiply by \(\psi'\) and integrate from the edge, where \(\psi=\psi'=0\):

\[
\frac{\psi'^2}{2}=\frac{2J_i}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}\psi^{1/2}.
\]

Take the root, separate, and integrate across the thickness \(s\):

\[
\frac43V^{3/4}=2\left(\frac{J_i}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}s .
\]

Squaring gives Child's law,

\[
J_i=\frac49\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}.
\]

Now insert \(J_i=en(eT/M)^{1/2}\) and the Debye length \(\lambda_D=(\varepsilon_0T/en)^{1/2}\). The ion mass cancels:

\[
s^2=\frac{4\sqrt2}{9}\lambda_D^2\left(\frac VT\right)^{3/2},
\qquad
s=\frac{2^{5/4}}{3}\lambda_D\left(\frac VT\right)^{3/4}.
\]

With \(\lambda_D=0.166\) mm and \(V/T=166.7\), \(s=6.11\) mm.

**Displacement current.** The sheath voltage nearly vanishes once per cycle, so its rf amplitude must be comparable with its mean. Set the two equal and treat the sheath as a capacitor of fixed gap \(s\):

\[
J_d=\frac{\omega\varepsilon_0V}{s}
=\frac{(8.52\times10^7\,\mathrm{s^{-1}})(8.854\times10^{-14}\,\mathrm{F/cm})(500\,\mathrm V)}{0.611\,\mathrm{cm}}
=6.17\ \mathrm{mA/cm^2}.
\]

The ratio is \(6.17/0.259=23.8\).

To see what it depends on, use \(\varepsilon_0/(en)=\lambda_D^2/T\) and \(u_B=\omega_{pi}\lambda_D\), where \(\omega_{pi}=(ne^2/\varepsilon_0M)^{1/2}\) is the ion plasma frequency at the edge:

\[
\frac{J_d}{J_i}=\frac{\omega\varepsilon_0V}{s\,enu_B}
=\frac{\omega}{\omega_{pi}}\frac VT\frac{\lambda_D}{s}
=\frac{3}{2^{5/4}}\frac{\omega}{\omega_{pi}}\left(\frac VT\right)^{1/4}.
\]

The prefactor is 1.261. Here \(\omega_{pi}=1.62\times10^7\) rad/s and \(\omega/\omega_{pi}=5.26\), which again gives 23.8. At fixed \(V\), \(T\) and \(n\) the ratio is proportional to frequency; at fixed \(V\), \(T\) and \(\omega\) it falls as \(n^{-1/2}\). The voltage enters only as a fourth root, because a higher voltage also widens the gap.

Two steps were crude: the gap was held fixed, and the voltage amplitude was guessed.

## The sheath with a moving electron edge

Let \(x\) run from the plasma, at \(x=0\), towards the electrode, and let the field \(E\) be positive in that direction. The assumptions are:

- electrons have a sharp edge at \(s(t)\), with no field behind it;
- ions do not collide and respond to the time-averaged field alone;
- the rf current is sinusoidal.

Write \(\theta=\omega t\), and \(n_i(x)\) for the ion density, with \(n_i(0)=n\). The edge is at \(x=0\) for \(\theta=0\), when the sheath is fully expanded, and at the electrode, \(x=s_m\), for \(\theta=\pi\). Electrons moving towards the electrode carry current towards the plasma. Counting current in that sense,

\[
en_i(s)\frac{ds}{dt}=J_1\sin\theta .
\]

This omits the mean electron flow that balances the ion loss. That flow equals \(J_i\), a small part of \(J_1\) if the ratio proves large.

**Field.** Integrating the edge equation gives the ion charge covered since \(\theta=0\), namely \((J_1/\omega)(1-\cos\theta)\). Label each position \(x\) by the phase \(\phi\), between 0 and \(\pi\), at which the edge passes it. The motion is symmetric about \(\theta=0\), so the point is bare for \(|\theta|<\phi\). By Gauss's law its field is then the charge between the edge and \(x\), divided by \(\varepsilon_0\):

\[
E=\frac{J_1}{\varepsilon_0\omega}\left[(1-\cos\phi)-(1-\cos\theta)\right]
=\frac{J_1}{\varepsilon_0\omega}(\cos\theta-\cos\phi).
\]

For the rest of the cycle \(E=0\). The mean field is

\[
\bar E=\frac1{2\pi}\int_{-\phi}^{\phi}E\,d\theta
=\frac{J_1}{\pi\varepsilon_0\omega}(\sin\phi-\phi\cos\phi).
\]

**Ions.** Let \(\psi\) now be the mean potential drop, \(d\psi/dx=\bar E\), and let \(w=u/u_B\). Flux conservation gives \(n_i=n/w\). Energy conservation, \(Mu^2/2=Mu_B^2/2+e\psi\), divided by \(Mu_B^2/2=eT/2\), gives \(w^2=1+2\psi/T\). Differentiate with respect to \(\phi\):

\[
w\frac{dw}{d\phi}=\frac{\bar E}{T}\frac{dx}{d\phi}.
\]

Define the dimensionless drive \(a=J_1/(en\omega\lambda_D)\). The edge equation becomes

\[
\frac{dx}{d\phi}=\frac{J_1\sin\phi}{en_i\omega}=a\lambda_D\,w\sin\phi ,
\]

and, since \(en\lambda_D/\varepsilon_0=T/\lambda_D\), the field prefactor is \(J_1/(\varepsilon_0\omega)=aT/\lambda_D\). The factor \(w\) cancels:

\[
\frac{dw}{d\phi}=\frac{a^2}{\pi}(\sin\phi-\phi\cos\phi)\sin\phi .
\]

The two integrals needed are

\[
\int_0^\phi\sin^2\phi'\,d\phi'=\frac\phi2-\frac{\sin2\phi}4,\qquad
\int_0^\phi\phi'\sin\phi'\cos\phi'\,d\phi'=-\frac{\phi\cos2\phi}{4}+\frac{\sin2\phi}{8}.
\]

With \(w=1\) at \(\phi=0\),

\[
w=1+\frac{a^2}{\pi}\left[\frac\phi2+\frac{\phi\cos2\phi}4-\frac{3\sin2\phi}8\right].
\]

At the electrode \(\phi=\pi\), the bracket is \(3\pi/4\), and \(\psi=V\). Hence

\[
1+\frac{3a^2}{4}=\left(1+\frac{2V}{T}\right)^{1/2}.
\]

Finally \(J_1/J_i=a\,\omega\lambda_D/u_B=a\,\omega/\omega_{pi}\), so within this model

\[
\boxed{\frac{J_1}{J_i}=\frac{\omega}{\omega_{pi}}
\left\{\frac43\left[\left(1+\frac{2V}{T}\right)^{1/2}-1\right]\right\}^{1/2}}
\]

For \(V/T=166.7\), \(a=4.80\). The ratio is \(5.26\times4.80=25.3\), and \(J_1=6.54\ \mathrm{mA/cm^2}\).

**Maximum thickness.** Integrate \(dx/d\phi\), splitting \(w\) into \(1+(w-1)\). The first part gives 2. The second, by parts, is

\[
\int_0^\pi(w-1)\sin\phi\,d\phi
=\Big[-(w-1)\cos\phi\Big]_0^\pi+\int_0^\pi\frac{dw}{d\phi}\cos\phi\,d\phi .
\]

The boundary term is \(3a^2/4\). In the last integral, \(\int_0^\pi\sin^2\phi\cos\phi\,d\phi=0\) and \(\int_0^\pi\phi\sin\phi\cos^2\phi\,d\phi=\pi/3\), so it equals \(-a^2/3\). Therefore

\[
s_m=a\lambda_D\left(2+\frac{5a^2}{12}\right)=9.26\ \mathrm{mm}.
\]

## Why the two estimates are close

For \(V\gg T\) the boxed result tends to

\[
\frac{J_1}{J_i}\to\frac{2^{5/4}}{\sqrt3}\frac{\omega}{\omega_{pi}}\left(\frac VT\right)^{1/4}.
\]

This is the simple law with a prefactor larger by \(4\sqrt2/(3\sqrt3)=1.09\).

The reason lies in the voltage. The instantaneous sheath voltage is \(V_s=\int_s^{s_m}E\,dx\). Since \(E=0\) at the edge and \(\varepsilon_0\,\partial E/\partial t=-J_1\sin\theta\) everywhere in the bare region,

\[
\frac{dV_s}{dt}=-\frac{J_1\sin\theta}{\varepsilon_0}(s_m-s).
\]

The capacitor gap is thus the instantaneous bare width \(s_m-s\). Let \(V_1\) be the coefficient of \(\cos\theta\) in \(V_s\). Integrating by parts over a cycle,

\[
V_1=\frac1\pi\int_0^{2\pi}V_s\cos\theta\,d\theta
=-\frac1\pi\int_0^{2\pi}\frac{dV_s}{d\theta}\sin\theta\,d\theta
=\frac{J_1}{\omega\varepsilon_0}d,
\]

\[
d=\frac1\pi\int_0^{2\pi}(s_m-s)\sin^2\theta\,d\theta .
\]

So \(J_1=\omega\varepsilon_0V_1/d\), where \(d\) is a weighted mean gap. Numerical quadrature of the waveform gives \(V_1=611\) V and a peak voltage of 1176 V. The corresponding gap is \(d=\omega\varepsilon_0V_1/J_1\approx7.0\) mm. Compared with the fixed capacitor, the amplitude is larger by 1.22 and the gap by 1.15; the quotient is the 6% difference between 25.3 and 23.8.

Part of this agreement is a cancellation of errors. Integrating the static sheath equations numerically with the Bohm speed retained at entry gives 6.61 mm instead of 6.11 mm, which would lower the simple ratio to about 22.

## What the ratio says about the ions

At full expansion, the bare ion charge per area is \(2J_1/\omega\), the charge covered in half a cycle. For steady ion flow it is also

\[
\int_0^{s_m}en_i\,dx=\int_0^{s_m}\frac{J_i}{u}\,dx=J_i\tau .
\]

Equating the two gives \(J_1/J_i=\omega\tau/2\), the result for uniform ions. The transit lasts \(\omega\tau/2\pi=(J_1/J_i)/\pi=8.04\) rf periods.

The averaging of the field can be judged by removing it. I launched 400 ions at the Bohm speed, evenly spread in rf phase, and followed them by Runge–Kutta integration through the oscillating field \(E(x,t)\) of this model. Their mean transit was 8.06 periods. They struck the electrode with 452 to 552 eV, on average 505 eV, where the averaged field gives \(V+T/2\), or 501.5 eV. The average is therefore good for the transit time and mean energy, while individual energies differ from the mean by up to about 10%.

The condition behind this is \(\omega\gg\omega_{pi}\); as \(\omega\) comes down towards \(\omega_{pi}\), the spread of ion energies grows. An ion at the Bohm speed crosses one Debye length in \(1/\omega_{pi}\); if the rf is slower, ions near the edge respond to the changes of the field within a cycle. The formula therefore cannot locate the frequency at which the sheath ceases to be capacitive. Setting its ratio to 1 would require \(\omega/\omega_{pi}=1/4.80\approx0.2\), where its premise has failed. The sharp edge also requires \(s_m\) to be large against the local Debye length. This is \(\lambda_D\) at the plasma side, where \(s_m/\lambda_D\approx56\), but \(\lambda_Dw^{1/2}\approx0.7\) mm at the electrode, where the ratio is only about 13.

## Is the sheath capacitive?

A ratio of 25 to the mean ion current does not settle the matter, because electrons also reach the electrode. Their mean current equals \(J_i\) in size, but they arrive in short pulses when the sheath collapses.

A bound needs no pulse shape. A current \(j(\theta)\) of one sign and mean size \(J_i\) has a fundamental amplitude

\[
2\left|\langle j\,e^{i\theta}\rangle\right|\le2\langle|j|\rangle=2J_i .
\]

Ions and electrons together give at most \(4J_i\). The displacement amplitude is thus at least \(25.3/4=6.3\) times the conduction fundamental, before secondary electrons are counted.

For an estimate, let the electron flux at the electrode be \(\tfrac14n\bar v\exp[-(V_s+V_f)/T]\), with \(\bar v=(8eT/\pi m)^{1/2}\), \(m\) the electron mass, and \(V_f\) the small voltage left at collapse. Since \(\bar v/(4u_B)=(M/2\pi m)^{1/2}\), equal mean losses require

\[
V_f=T\ln\left[\left(\frac{M}{2\pi m}\right)^{1/2}\left\langle e^{-V_s/T}\right\rangle\right].
\]

The computed waveform gives \(V_f=7.4\) V, small beside 500 V. The electron pulse peaks at \(9.2J_i\), and its fundamental is \(1.95J_i\), close to the bound. The followed ions arrive slightly bunched, with a fundamental of \(0.125J_i\). Adding these amplitudes as if they were in phase, the displacement current is about 12 times the conduction fundamental.

At the collapse itself the verdict is reversed. There \(\sin\theta\) passes through zero while the electron pulse is at its height, and the pulse exceeds the displacement current for about 9% of the cycle. The pulse was not fed back into the waveform, so this share and the pulse height are estimates. The height is the weakest of these numbers. Boltzmann electrons match the ion density \(n/w\) at the electrode at a drop of \(T\ln w=8.7\) V, which is more than \(V_f\), so the balance needs an excess of electrons and a slightly reversed field at collapse, which the sharp edge cannot show. Solving Poisson's equation with Boltzmann electrons in the same ion profile gives \(V_f\approx6.8\) V, a peak near \(11J_i\), a fundamental of \(1.96J_i\) and a share of 8%.

Power gives a second measure. In this model \(V_s\) is even in \(\theta\) and the displacement current odd, so their product averages to zero. The ions absorb \(J_iV\) per unit area. Relative to the apparent power of the fundamental this is

\[
\frac{J_iV}{J_1V_1/2}=\frac{2(0.259)(500)}{(6.54)(611)}=0.065 .
\]

Electron heating is not included. By both measures the sheath is mainly capacitive, with a brief conducting interval in each cycle.

## Uncertainty and the real device

The assumed temperature matters little. At fixed \(V\), \(n\) and \(\omega\), the moving-edge ratio is 28 for 2 eV and 22 for 5 eV. If 500 V is the fundamental amplitude instead of the mean, the ratio is 24; if it is the peak, 20.

The parameters are roughly those of a low-pressure capacitive argon etcher, for which I take 5 mTorr and 300 K; this pressure is at the low end, and many such devices run at tens of mTorr or more. Such a device does not satisfy the assumption of collisionless ion motion. With a rough, energy-independent ion–neutral cross-section of \(10^{-18}\ \mathrm{m^2}\), the mean free path is \(\lambda=6.2\) mm, shorter than \(s_m\). This cross-section is on the high side for fast ions: charge exchange alone is about \(3\)–\(4\times10^{-19}\ \mathrm{m^2}\) between 10 and 400 eV, which gives 15 to 20 mm and a charge exchange for about 40% of the ions. Many ions would collide on the way, and the narrow energy range found above should not be expected at the wafer.

To size the effect on the ratio, suppose that each collision is a charge exchange that leaves the new ion at rest. In a uniform field an ion survives to speed \(v\) with probability \(\exp[-Mv^2/(2eE\lambda)]\). As speed grows uniformly in time, this is also the shape of the speed distribution, whose mean \(u\) obeys \(u^2=2eE\lambda/(\pi M)\). A drag that reproduces this drift is

\[
u\frac{du}{dx}=\frac{eE}{M}-\frac{\pi u^2}{2\lambda}.
\]

Solved numerically with Poisson's equation for the static sheath, at the same \(V\) and \(J_i\), it reduces the thickness from 6.61 to 6.17 mm. If the rf gap shrinks in the same proportion, the ratio rises from 25.3 to about 27. This rescaling understates the rise. Putting the same drag, with \(\bar E\) for \(E\), into the moving-edge equations at the same \(V\) and \(J_i\) gives a ratio of about 30, although \(s_m\) shrinks only to 8.6 mm; the rest comes from the changed shape of the ion density profile. Tracking the charge-exchange ions kinetically gives the same 30, and about 27 for a cross-section of \(4\times10^{-19}\ \mathrm{m^2}\). The effect grows with pressure: with \(10^{-18}\ \mathrm{m^2}\) and \(J_i\) held fixed, the drag model gives about 37 at 20 mTorr and 50 at 100 mTorr.

Secondary electrons act the other way. With a rough yield of 0.1 per ion, the displacement amplitude is 23 times the combined ion and secondary current. Electron inertia is minor at the edge density, where \(\omega\) is 0.02 of the electron plasma frequency.

Collisions aside, each of these changes, taken singly, leaves the ratio between about 20 and 28; collisions raise it to 27–30 at 5 mTorr and well beyond that at higher pressure. For the collisionless sheath, an estimate of about 25 is as fine as the inputs deserve.
